# Tunnelling through the symmetric Eckart barrier: two derivations and the thermal rate

## First derivation: the wave function solved in full

### What goes wrong with an inverted parabola

A proton that moves from a surface hydroxyl group to a ligand, as in ligand exchange during atomic layer deposition, may have to pass an energy barrier, and it is light enough to tunnel through one. A simple estimate replaces the barrier by the parabola that fits its top,

$$V(x)\simeq V_0-\tfrac12 m\omega_b^2x^2 ,$$

whose transmission probability at energy $E$ is

$$T_{\rm par}(E)=\frac{1}{1+e^{2\pi(V_0-E)/\hbar\omega_b}} . \qquad (1)$$

This formula is obtained below as a limit of the Eckart result. Let $\beta=1/k_BT$, where $T$ without an argument is the temperature. The ratio of the thermally averaged quantum transmission to the classical one, in which every particle above $V_0$ passes and every other is turned back, is

$$\kappa_{\rm par}=\beta\int_{-\infty}^{\infty}\frac{e^{-\beta(E-V_0)}}{1+e^{-2\pi(E-V_0)/\hbar\omega_b}}\,dE .$$

Put $g=2\pi/\hbar\omega_b$ and $w=e^{-g(E-V_0)}$. Then $dE=-dw/(gw)$ and $e^{-\beta(E-V_0)}=w^{\beta/g}$, so that

$$\kappa_{\rm par}=\frac{\beta}{g}\int_0^\infty\frac{w^{\beta/g-1}}{1+w}\,dw=\frac{\beta}{g}\,\frac{\pi}{\sin(\pi\beta/g)}=\frac{\beta\hbar\omega_b/2}{\sin(\beta\hbar\omega_b/2)} . \qquad (2)$$

The $w$ integral is the beta function $\Gamma(r)\Gamma(1-r)=\pi/\sin\pi r$ with $r=\beta/g$. It converges for $0<r<1$, which means above the crossover temperature

$$T_c=\frac{\hbar\omega_b}{2\pi k_B} . \qquad (3)$$

At and below $T_c$ the integral is infinite. Far down the parabola the transmission falls as $e^{gE}$, while the Boltzmann factor grows as $e^{-\beta E}$; once $\beta\ge g$ the growth is no longer beaten. The infinity comes from energies far below those of any real reactant. For a reactant that starts in a flat region, a usable rate needs a barrier that levels off there, and a transmission probability that is right all the way down to the reactant energy.

### The model

Take one coordinate $x$, a constant mass $m$, and

$$V(x)=\frac{V_0}{\cosh^2(x/a)},\qquad V_0>0 .$$

Energies are measured from the flat regions on either side. The reactant is thus a free particle, whereas a proton in a hydroxyl group is bound; the model describes the passage through the barrier and not the bound state before it. The motion is free of friction, and the other degrees of freedom do not exchange energy with $x$. Define

$$u=\frac xa,\quad \varepsilon=\frac{\hbar^2}{2ma^2},\quad q=\sqrt{\frac E\varepsilon},\quad \lambda=\frac{V_0}{\varepsilon},\quad \nu=\sqrt{\lambda-\tfrac14} .$$

Here $q=ka$, with $k$ the wave number far from the barrier. Dividing the Schrödinger equation by $-\varepsilon$ gives

$$\psi''+\left(q^2-\frac{\lambda}{\cosh^2u}\right)\psi=0 , \qquad (4)$$

with primes for $d/du$. With the time factor $e^{-iEt/\hbar}$, the wave $e^{iqu}$ travels to the right. The particle comes from the left, so the solution wanted is a pure $e^{iqu}$ at $u\to+\infty$.

### Reduction to the hypergeometric equation

Let $\xi=\tanh u$. Then $d\xi/du=1-\xi^2=1/\cosh^2u$, and $\psi''=(1-\xi^2)\,\frac{d}{d\xi}\big[(1-\xi^2)\frac{d\psi}{d\xi}\big]$. Dividing (4) by $1-\xi^2$,

$$\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]+\left[\frac{q^2}{1-\xi^2}-\lambda\right]\psi=0 .$$

The term with $q^2$ is singular at $\xi=\pm1$. It is removed by writing $\psi=(1-\xi^2)^\sigma F$ with $\sigma=-iq/2$. The first derivative gives

$$(1-\xi^2)\frac{d\psi}{d\xi}=(1-\xi^2)^\sigma\left[(1-\xi^2)F_\xi-2\sigma\xi F\right].$$

Differentiating once more and dividing by $(1-\xi^2)^\sigma$ gives

$$(1-\xi^2)F_{\xi\xi}-2(1+2\sigma)\xi F_\xi-2\sigma F+\frac{4\sigma^2\xi^2}{1-\xi^2}F .$$

Since $q^2=-4\sigma^2$, the last term and $q^2F/(1-\xi^2)$ add up to $-4\sigma^2F$, and the singular term is gone:

$$(1-\xi^2)F_{\xi\xi}-2(1+2\sigma)\xi F_\xi-\left[2\sigma(2\sigma+1)+\lambda\right]F=0 .$$

Define $s$ by $s(s+1)=-\lambda$, that is $s=-\tfrac12+i\nu$. The bracket then factorizes as $2\sigma(2\sigma+1)-s(s+1)=(2\sigma-s)(2\sigma+s+1)$. Finally let $z=(1-\xi)/2$, for which $1-\xi^2=4z(1-z)$ and $d/d\xi=-\tfrac12d/dz$:

$$z(1-z)F_{zz}+\left[C-(A+B+1)z\right]F_z-AB\,F=0 ,$$

$$A=-iq-s,\qquad B=-iq+s+1,\qquad C=1-iq .$$

This is the hypergeometric equation. Its solution regular at $z=0$ is

$$F(z)=\sum_{n=0}^\infty\frac{\Gamma(A+n)\Gamma(B+n)\Gamma(C)}{\Gamma(A)\Gamma(B)\Gamma(C+n)\,n!}\,z^n,\qquad F(0)=1 .$$

In terms of $u$, $z=1/(1+e^{2u})$ and $1-z=1/(1+e^{-2u})$. A constant factor $4^\sigma$ can be dropped, which leaves

$$\psi=[z(1-z)]^{-iq/2}F(z) .$$

At $u\to+\infty$, $z\to e^{-2u}$ and $\psi\to e^{iqu}$, as required.

### The incident amplitude

At $u\to-\infty$, $z$ tends to 1. The two behaviours that the equation allows there have exponents $0$ and $C-A-B=iq$, so near $z=1$

$$F(z)=c_1h_1(z)+c_2(1-z)^{iq}h_2(z) ,$$

with $h_1$ and $h_2$ analytic at $z=1$ and equal to 1 there. Since $1-z\to e^{2u}$, the prefactor of $\psi$ becomes $e^{-iqu}$ and

$$\psi\to c_2e^{iqu}+c_1e^{-iqu} .$$

Thus $c_2$ is the incident amplitude for a unit transmitted wave, and the transmission amplitude is $t=1/c_2$.

The value of $c_2$ follows from the power series at large $n$. On the unit circle $F$ is singular at $z=1$ and nowhere else, because the singular points of the equation are $0$, $1$ and $\infty$. In the difference $G=F-c_2(1-z)^{iq}$ the strongest remaining singular term is proportional to $(1-z)^{1+iq}$, so $G'$ is bounded on the circle. The Fourier coefficients of a bounded function tend to zero, and those of $G'$ are $n$ times the coefficients of $G$. The coefficients of $G$ are therefore smaller than order $1/n$. The coefficients of $F$ and of $c_2(1-z)^{iq}$ are themselves of order $1/n$ in modulus, so they must agree to leading order. With $\Gamma(n+\alpha)/\Gamma(n+\gamma)\to n^{\alpha-\gamma}$ they are

$$\frac{\Gamma(C)}{\Gamma(A)\Gamma(B)}\,n^{A+B-C-1}\qquad\text{and}\qquad \frac{c_2}{\Gamma(-iq)}\,n^{-iq-1} .$$

The powers match because $A+B-C=-iq$. Hence

$$t=\frac1{c_2}=\frac{\Gamma(-iq-s)\,\Gamma(1+s-iq)}{\Gamma(1-iq)\,\Gamma(-iq)} . \qquad (5)$$

### The transmission probability

The wave number is the same on both sides, so the transmission probability is $T(E)=|t|^2$. The identity needed is $\Gamma(y)\Gamma(1-y)=\pi/\sin\pi y$. For the denominator of (5),

$$|\Gamma(1-iq)\Gamma(-iq)|^2=\left[\Gamma(1-iq)\Gamma(iq)\right]\left[\Gamma(1+iq)\Gamma(-iq)\right]=\frac{\pi}{i\sinh\pi q}\cdot\frac{\pi}{-i\sinh\pi q}=\frac{\pi^2}{\sinh^2\pi q} .$$

For $\lambda>\tfrac14$, $\nu$ is real and the arguments in the numerator are $\tfrac12-i(q+\nu)$ and $\tfrac12-i(q-\nu)$. Since $|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y$,

$$T(E)=\frac{\sinh^2\pi q}{\cosh\pi(q+\nu)\cosh\pi(q-\nu)} .$$

The product in the denominator is $\cosh^2\pi q\cosh^2\pi\nu-\sinh^2\pi q\sinh^2\pi\nu$. Inserting $\cosh^2\pi q=1+\sinh^2\pi q$ turns it into $\cosh^2\pi\nu+\sinh^2\pi q$, and

$$\boxed{T(E)=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi\nu}} \qquad (6)$$

For $\lambda<\tfrac14$, $s=-\tfrac12+\mu$ is real, with $\mu=\sqrt{1/4-\lambda}$. Then $A^*=iq-s=1-B$, and the numerator has squared modulus $\pi^2/|\sin\pi B|^2=\pi^2/(\cos^2\pi\mu+\sinh^2\pi q)$. This is (6) with $\cosh\pi\nu$ replaced by $\cos\pi\mu$, its analytic continuation. At $\lambda=\tfrac14$ both forms give 1 for that factor.

For small $E$ the probability is $\pi^2q^2/\cosh^2\pi\nu$, proportional to $E$: a very slow particle is reflected. At $E=V_0$ the value is not one half. There $q=\sqrt\lambda$, while $\nu\simeq\sqrt\lambda-1/(8\sqrt\lambda)$ for large $\lambda$, so that $T(V_0)\simeq1/(1+e^{-\pi/4\sqrt\lambda})$, slightly above one half.

### The parabola as a limit

The second derivative of $V$ at the top is $-2V_0/a^2$. Therefore

$$\omega_b=\sqrt{\frac{2V_0}{ma^2}},\qquad \hbar\omega_b=2\sqrt{V_0\varepsilon} . \qquad (7)$$

Let $y=(E-V_0)/\hbar\omega_b$ stay fixed while $\lambda\to\infty$. Because $\hbar\omega_b/\varepsilon=2\sqrt\lambda$, $q=\sqrt{\lambda+2y\sqrt\lambda}\to\sqrt\lambda+y$, while $\nu\to\sqrt\lambda$. Both hyperbolic functions are then exponentials, and

$$\frac{\cosh^2\pi\nu}{\sinh^2\pi q}\to e^{2\pi(\nu-q)}\to e^{-2\pi y} ,$$

which is (1). The limit holds within a fixed number of quanta $\hbar\omega_b$ of the top. It says nothing about energies near the bottom of the barrier, and those are the ones that decide the cold rate.

### The thermal rate

Consider one free reactant particle on a length $L$, with the Maxwell distribution of momentum $p$. The rate at which it crosses is the incident flux weighted by the transmission probability,

$$k=\frac1L\int_0^\infty\frac pm\,T(E)\,\frac{e^{-\beta p^2/2m}}{\sqrt{2\pi mk_BT}}\,dp .$$

Since $dE=(p/m)\,dp$, the velocity is absorbed by the change of variable. With the translational partition function $Q_1=L\sqrt{2\pi mk_BT}/h$,

$$k=\frac{N}{hQ_1},\qquad N(\beta)=\int_0^\infty T(E)\,e^{-\beta E}\,dE .$$

Other modes that keep their state during the crossing, and whose energy levels do not change along $x$, multiply the flux by their partition function, and the reactant population is divided by the full reactant partition function. If the levels do change along $x$, each state meets its own barrier, and the rate below is only an approximation. Calling the ratio of reactant to transverse barrier partition functions $Q$,

$$k=\frac{N(\beta)}{hQ} . \qquad (8)$$

A classical particle has $T(E)=0$ below $V_0$ and 1 above, which gives $N=e^{-\beta V_0}/\beta$. The quantum correction factor is therefore

$$\kappa=\beta e^{\beta V_0}N(\beta) . \qquad (9)$$

From (6), $0<T(E)<1$ for every $E>0$, so $0<N<1/\beta$ and $0<\kappa<e^{\beta V_0}$. The rate is finite at every temperature above zero, and nothing singular happens to it at $T_c$.

## Second derivation: continuation around one singular point

### Symbols and results carried over

The barrier is $V_0/\cosh^2(x/a)$, with $u=x/a$, $\varepsilon=\hbar^2/2ma^2$, $q=\sqrt{E/\varepsilon}$, $\lambda=V_0/\varepsilon$ and $\nu=\sqrt{\lambda-1/4}$. The wave equation is $\psi''+(q^2-\lambda/\cosh^2u)\psi=0$. Its hypergeometric solution gave the transmission probability (6). The rate is $k=N/(hQ)$ with $N=\int_0^\infty T(E)e^{-\beta E}dE$, and its ratio to the classical rate is $\kappa=\beta e^{\beta V_0}N$. The parabola fitted to the top has $\hbar\omega_b=2\sqrt{V_0\varepsilon}$ and fails at and below $T_c=\hbar\omega_b/2\pi k_B$.

The same transmission probability can be found without solving the equation at finite $u$. The potential is unchanged when $u$ is shifted by $i\pi$, and within one such period it has a single singular point.

### Two ways to shift a solution

For $\mathrm{Re}\,u>0$ the potential is a power series in $e^{-2u}$, and there are two solutions of the form

$$f_\pm(u)=e^{\pm iqu}\left(1+\sum_{n\ge1}a_n^\pm e^{-2nu}\right).$$

The coefficients exist because $e^{\pm iqu-2nu}$, put into $\psi''+q^2\psi$, is multiplied by $(\pm iq-2n)^2+q^2=4n(n\mp iq)$, which is not zero for $n\ge1$ and real $q>0$. Each $a_n^\pm$ thus follows from the earlier ones. For $\mathrm{Re}\,u<0$ there are likewise solutions $g_\pm=e^{\pm iqu}(1+\text{powers of }e^{2u})$.

If $\psi(u)$ solves the equation, so does $\psi(u+i\pi)$. To reach $u+i\pi$ one may continue $\psi$ upwards on the right of the singular point or on the left. Call the two operations $S_R$ and $S_L$. The series in $e^{\mp2u}$ do not change under the shift, so

$$S_Rf_\pm=e^{\mp\pi q}f_\pm,\qquad S_Lg_\pm=e^{\mp\pi q}g_\pm . \qquad (10)$$

Both operations are diagonal with the same entries, $D=\mathrm{diag}(e^{-\pi q},e^{\pi q})$, but in different bases.

The bases are connected along the real axis:

$$f_+=\mathcal A\,g_++\mathcal B\,g_-,\qquad f_-=\mathcal B^*g_++\mathcal A^*g_- .$$

The second relation is the complex conjugate of the first, since the equation is real for real $u$, $q$ and $\lambda$. The solution $f_+$ is a unit transmitted wave on the right with incident amplitude $\mathcal A$ on the left, so $T(E)=1/|\mathcal A|^2$. The Wronskian $f_+f_-'-f_+'f_-$ does not depend on $u$. It equals $-2iq$ on the right and $-2iq(|\mathcal A|^2-|\mathcal B|^2)$ on the left, which gives

$$|\mathcal A|^2-|\mathcal B|^2=1 . \qquad (11)$$

This is the conservation of particle flux.

### The loop and its trace

The combination $M=S_L^{-1}S_R$ carries a solution up on the right, across, and down on the left. It is the continuation of the solution once around the singular point enclosed. Its trace can be computed in two ways.

In the basis $g_\pm$, $S_R$ is $\mathcal C D\,\mathcal C^{-1}$, with

$$\mathcal C=\begin{pmatrix}\mathcal A&\mathcal B^*\\ \mathcal B&\mathcal A^*\end{pmatrix},\qquad \mathcal C^{-1}=\begin{pmatrix}\mathcal A^*&-\mathcal B^*\\-\mathcal B&\mathcal A\end{pmatrix},$$

where (11) made the determinant equal to 1. The diagonal elements of $\mathcal CD\,\mathcal C^{-1}$ are

$$|\mathcal A|^2e^{-\pi q}-|\mathcal B|^2e^{\pi q}\qquad\text{and}\qquad |\mathcal A|^2e^{\pi q}-|\mathcal B|^2e^{-\pi q} .$$

Multiplying by $D^{-1}=\mathrm{diag}(e^{\pi q},e^{-\pi q})$ and adding,

$$\mathrm{tr}\,M=2|\mathcal A|^2-2|\mathcal B|^2\cosh2\pi q . \qquad (12)$$

The other computation is local. The zeros of $\cosh u$ lie at $i\pi/2$ plus whole multiples of $i\pi$, so the loop between heights $0$ and $\pi$ contains just $u=i\pi/2$ and can be shrunk onto it. Let $w=u-i\pi/2$. Then $\cosh u=i\sinh w$, and the equation becomes

$$\frac{d^2\psi}{dw^2}+\left(q^2+\frac{\lambda}{\sinh^2w}\right)\psi=0 .$$

Near $w=0$ the solutions behave as $w^p$. The terms in $w^{p-2}$ require $p(p-1)+\lambda=0$, hence $p=\tfrac12\pm i\nu$. One turn multiplies $w^p$ by $e^{2\pi ip}=-e^{\mp2\pi\nu}$, and so

$$\mathrm{tr}\,M=-2\cosh2\pi\nu . \qquad (13)$$

Set (12) equal to (13) and eliminate $|\mathcal B|^2=|\mathcal A|^2-1$:

$$|\mathcal A|^2\left(1-\cosh2\pi q\right)+\cosh2\pi q=-\cosh2\pi\nu .$$

With $\cosh2\pi q-1=2\sinh^2\pi q$,

$$|\mathcal A|^2=\frac{\cosh2\pi q+\cosh2\pi\nu}{2\sinh^2\pi q}=\frac{\sinh^2\pi q+\cosh^2\pi\nu}{\sinh^2\pi q} .$$

The last step used $\cosh2\pi q=1+2\sinh^2\pi q$ and $\cosh2\pi\nu=2\cosh^2\pi\nu-1$. The inverse of $|\mathcal A|^2$ is the transmission probability (6).

For $0<\lambda<\tfrac14$ the exponents are real and the trace is $-2\cos(2\pi\sqrt{1/4-\lambda})$, in agreement with the continuation found before. At $\lambda=\tfrac14$ the exponents coincide and one solution has a logarithm, but the trace is continuous in $\lambda$ and equals $-2$.

### What each derivation assumes

Both treat a single coordinate with constant mass and the same wave number on the two sides. Both also rest on the same structure: the points $u=+\infty$, $u=-\infty$ and $u=i\pi/2$ correspond to the three singular points $z=0$, $1$ and $\infty$ of the hypergeometric equation.

The first derivation needs that equation and the properties of the gamma function. In return it gives the complex amplitude (5), including its phase, and the wave function at every $u$. Flux conservation is not used to find $t$.

The second needs no special functions, but it uses real $q$ and real $\lambda$, through the conjugate relation and (11). It gives the modulus of the amplitude and not the phase. It also needs a single singular point per period. With two of them, the loop would be a product of two local turns, and the trace of a product is not fixed by the exponents of its factors.

Neither derivation concerns temperature. The rate adds thermal reactants, a continuous spectrum starting at $E=0$, and no recrossing caused by other modes. Where the tunnelling path leaves the chosen coordinate, or where friction acts, the rate (8) fails although (6) stays correct for the model barrier.

### The rate far below the crossover

Leaving out $\sinh^2\pi q$ in the denominator of (6) makes $T(E)$ larger at every $E>0$. This gives an upper bound on $N$ that can be integrated. With $E=\varepsilon q^2$, $dE=2\varepsilon q\,dq$, $b=\beta\varepsilon$ and $2\sinh^2\pi q=\cosh2\pi q-1$,

$$N_{\rm low}=\frac{\varepsilon}{\cosh^2\pi\nu}\int_0^\infty q\,(\cosh2\pi q-1)\,e^{-bq^2}dq .$$

Integrating by parts, with $qe^{-bq^2}=-\frac{d}{dq}\frac{e^{-bq^2}}{2b}$ and vanishing boundary terms, turns the integral into $\frac\pi b\int_0^\infty\sinh(2\pi q)\,e^{-bq^2}dq$. Completing the square in both exponentials of the hyperbolic sine gives

$$\int_0^\infty\sinh(2\pi q)\,e^{-bq^2}dq=e^{\pi^2/b}\int_0^{\pi/b}e^{-bv^2}dv=e^{\pi^2/b}\,\frac{\sqrt\pi}{2\sqrt b}\,\mathrm{erf}\frac{\pi}{\sqrt b} .$$

Therefore

$$N<N_{\rm low}=\frac{\varepsilon\,\pi^{3/2}}{2b^{3/2}\cosh^2\pi\nu}\;e^{\pi^2/b}\;\mathrm{erf}\frac{\pi}{\sqrt b} . \qquad (14)$$

The bound is close to $N$ when $\sinh^2\pi q\ll\cosh^2\pi\nu$ at the energies that matter. For a high barrier, $\lambda\gg1$, this means energies well below $V_0$. For $2\pi q\gg1$ the integrand per unit energy varies as $e^{2\pi q-bq^2}$, with its maximum at $q=\pi/b$. The dominant energy is

$$E^*=\frac{\pi^2(k_BT)^2}{\varepsilon}=V_0\left(\frac T{T_c}\right)^2 , \qquad (15)$$

because $(k_BT_c)^2=V_0\varepsilon/\pi^2$. On cooling, the reaction moves to lower energies, where less thermal energy is needed but the barrier is thicker. Equation (15) reaches the top at $T_c$, and near there the neglected term in the denominator matters. The crossover temperature thus keeps a meaning: for $T$ well below $T_c$, but with $k_BT\gg\varepsilon/\pi^2$, it sets through (15) how far below the top the dominant energy lies. Colder still, $T(E)$ is proportional to $E$ and the dominant energy is $k_BT$. The crossover is not a threshold for tunnelling, which already raises the rate at temperatures well above $T_c$.

When $\pi^2/b\gg1$ the error function is close to 1. For constant $Q$ and $T$ well below $T_c$, where the bound is close to $N$, the apparent activation energy is then

$$E_a=-\frac{d\ln N}{d\beta}\simeq E^*+\tfrac32k_BT .$$

In the opposite regime, $k_BT\ll\varepsilon/\pi^2$, $\mathrm{erf}(\pi/\sqrt b)\to2\sqrt{\pi/b}$ and

$$N\to\frac{\pi^2}{\varepsilon\beta^2\cosh^2\pi\nu} .$$

For constant $Q$ the rate falls as $T^2$ and does not settle on a plateau. For the free reactant on a fixed length $L$, $Q=Q_1$ is proportional to $\sqrt T$, and the rate falls as $T^{3/2}$. The rate of tunnelling out of a discrete reactant ground state can level off, but flat asymptotes have no such state. The factor $\kappa$ does grow without limit as $T\to0$, because the classical rate vanishes faster.

### A model proton transfer

Take a proton with $V_0=0.40$ eV, $a=0.40$ Å and $Q=1$. These are round model parameters and do not predict a particular surface reaction. Setting $Q=1$ is a convention, under which the rates are $N/h$. A free reactant on a length $L$ has $Q_1=L\sqrt{2\pi mk_BT}/h$, which equals 1 only for $L=1.7$ Å at 100 K and 0.9 Å at 400 K, about the width of the barrier; for a longer $L$ the rates must be divided by $Q_1$. The factor $\kappa$ does not depend on $Q$. A proton bound in a hydroxyl group has discrete levels instead of a continuous range of energies, so the cold rates below and their dependence on temperature should not be carried over to it. Then $\varepsilon=0.01297$ eV, and

$$\lambda=\frac{0.40}{0.01297}=30.8,\qquad \nu=5.53,\qquad \hbar\omega_b=2\sqrt{0.40\times0.01297}=0.144\ \text{eV} .$$

Equation (3) gives $T_c=266$ K. At $E=0.20$ eV, $q=\sqrt{0.20/0.01297}=3.93$ and (6) gives $T(E)=4.2\times10^{-5}$, while the parabola gives $1.6\times10^{-4}$. At 0.05 eV the two are $1.8\times10^{-10}$ and $2.3\times10^{-7}$. At the top the Eckart value is 0.535, above one half as expected.

The parabola is too transparent low down for a reason that can be read from the exponents. For the Eckart barrier the exponent is close to $2\pi(\sqrt{V_0}-\sqrt E)/\sqrt\varepsilon$, and for the parabola it is $\pi(V_0-E)/\sqrt{V_0\varepsilon}$. Their ratio, parabola to Eckart, is $\tfrac12(1+\sqrt{E/V_0})$, which falls to one half at $E=0$. The parabola is never wider than $2a$ at positive energy, whereas the Eckart barrier has long tails.

The rates below come from evaluating $N$ by Gauss–Legendre quadrature.

| $T$ (K) | classical (s⁻¹) | Eckart (s⁻¹) | $\kappa$ |
|---|---|---|---|
| 100 | 1.4×10⁻⁸ | 11 | 7.4×10⁸ |
| 150 | 0.11 | 5.2×10² | 4.6×10³ |
| 200 | 3.5×10² | 2.0×10⁴ | 57 |
| 266 | 1.5×10⁵ | 1.1×10⁶ | 7.3 |
| 300 | 1.2×10⁶ | 5.4×10⁶ | 4.5 |
| 400 | 7.6×10⁷ | 1.7×10⁸ | 2.2 |

At $T_c$ the factor is 7.3, where the parabola gives infinity. The parabola is also poor just above $T_c$: equation (2) gives 8.0 at 300 K, against 4.5, and 2.4 at 400 K, against 2.2. The two cross between 500 and 600 K; above that the parabola is low by up to about 2% (1.21 against 1.23 at 800 K), and both tend to 1. Cutting the parabolic integral off at $E=0$ does make it finite below $T_c$, but at 150 K the result is about 360 times the Eckart value. For the parabola, a lowest energy is enough to make the result finite; a correct size needs the right barrier shape as well.

At 150 K equation (15) gives $E^*=0.40\times(150/266)^2=0.127$ eV, and the maximum of the integrand, located on a fine energy grid, lies at the same value to three digits. The bound (14) exceeds $N$ by 0.15% at 150 K and by 8.7% at 200 K. At 100 K and constant $Q$ the activation energy is $0.0565+0.0129=0.069$ eV, about one sixth of the barrier height. With $Q=Q_1\propto\sqrt T$ it is $E^*+k_BT=0.065$ eV.

A deuteron on the same barrier has $T_c=188$ K. Its rate is $5.5\times10^{-3}$ s⁻¹ at 100 K, about 2000 times below that of the proton, and $2.5\times10^6$ s⁻¹ at 300 K, a factor of 2.2 below. With $Q=1$ for both, the classical rates are equal, and the whole isotope effect in these numbers comes from quantum transmission. For free reactants on the same length $L$, $Q_1$ is proportional to $\sqrt m$, which would lower the deuteron rate by a further factor of about $\sqrt2$. Differences in zero-point energy between the reactant and the barrier top, which a real surface reaction would add, are left out.
